# Band velocities and inverse masses from Wannier Hamiltonians, including degenerate levels

## A two-band case

Let two bands touch at $k=0$ in two dimensions, with the Hamiltonian near the touching point

$$h=\begin{pmatrix}Ax^2+By^2&Nxy\\Nxy&Bx^2+Ay^2\end{pmatrix},$$

where $x,y$ are wavevector components, $A>B$, and $N$ is real. Half the trace is $(A+B)(x^2+y^2)/2$ and half the difference of the diagonal elements is $(A-B)(x^2-y^2)/2$, so

$$E_\pm=\tfrac{A+B}{2}(x^2+y^2)\pm\sqrt{\tfrac{(A-B)^2}{4}(x^2-y^2)^2+N^2x^2y^2}.$$

Along $x$ the coefficients of the squared distance are $A$ and $B$. Along the diagonal $x=y$ they are $(A+B\pm|N|)/2$. If the states found along $x$ are kept and only the diagonal elements of $h$ are read, both diagonal coefficients come out as $(A+B)/2$. The coupling $N$ has been lost.

For $N=0$ the bands can be labelled $Ax^2+By^2$ and $Bx^2+Ay^2$, and each has an inverse-mass tensor. For $N^2=(A-B)^2$ the root is $(A-B)(x^2+y^2)/2$, because $(x^2-y^2)^2+4x^2y^2=(x^2+y^2)^2$. The bands are then $A(x^2+y^2)$ and $B(x^2+y^2)$, again with tensors, although their eigenvectors rotate with direction. For other values of $N$ the root is not a quadratic form. Each direction has two curvatures, but they do not come from two tensors. An algorithm must therefore return a matrix for each pair of Cartesian indices and diagonalize it after the direction has been chosen.

## Input and derivatives

The input is a finite set of matrices $H(\mathbf R)$ in an orthonormal Wannier basis of $N_w$ functions, with $H(-\mathbf R)=H(\mathbf R)^\dagger$. The Bloch Hamiltonian is

$$H_{ij}(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf r}H_{ij}(\mathbf R).$$

The phase vector $\mathbf r$ is either $\mathbf R$ (cell phases) or $\mathbf R+\boldsymbol\tau_j-\boldsymbol\tau_i$ (centre phases), where $\boldsymbol\tau_i$ is a Wannier centre. Subscripts $a,b$ denote derivatives with respect to $k_a,k_b$. Each derivative brings down a factor $ir_a$:

$$H_a=\sum i r_a e^{i\mathbf k\cdot\mathbf r}H(\mathbf R),\qquad H_{ab}=-\sum r_ar_be^{i\mathbf k\cdot\mathbf r}H(\mathbf R).$$

With $k$ in 1/Å, slopes are in eV Å and curvatures in eV Å$^2$.

## An isolated band

Differentiate $(H-E_n)|n\rangle=0$ once:

$$(H_a-\partial_aE_n)|n\rangle+(H-E_n)|\partial_an\rangle=0.$$

Projection on $\langle n|$ removes the second term and gives $\partial_aE_n=\langle n|H_a|n\rangle$. The velocity is this slope divided by $\hbar$. Projection on another eigenstate $\langle m|$ gives

$$\langle m|\partial_an\rangle=\frac{\langle m|H_a|n\rangle}{E_n-E_m}.$$

Now differentiate the slope:

$$\partial_a\partial_bE_n=\langle n|H_{ab}|n\rangle+\langle\partial_bn|H_a|n\rangle+\langle n|H_a|\partial_bn\rangle.$$

Insert a complete set in the last two terms. The part with $m=n$ is $\partial_aE_n(\langle\partial_bn|n\rangle+\langle n|\partial_bn\rangle)$, which vanishes because the norm is constant. The rest is a number plus its complex conjugate:

$$T_{ab}=\langle n|H_{ab}|n\rangle+2\,\mathrm{Re}\sum_{m\ne n}\frac{\langle n|H_a|m\rangle\langle m|H_b|n\rangle}{E_n-E_m}.$$

The inverse-mass tensor is $T_{ab}/\hbar^2$. In a diagonal component $T_{aa}$ the numerator is $|\langle n|H_a|m\rangle|^2$, so states below push the band upward and states above push it downward. For $a\ne b$ a term can have either sign. The sum runs over the $N_w$ states of the Wannier model. It is complete for the derivatives of the interpolated bands, since completeness was used only in that space.

The two phase conventions are related by $H^{\rm cen}=U^\dagger H^{\rm cell}U$ with $U_{jj}=e^{i\mathbf k\cdot\boldsymbol\tau_j}$. Their eigenvalues agree at every $\mathbf k$, and so do all derivatives of an isolated eigenvalue. The matrices $H_a$ do differ:

$$H_a^{\rm cen}=U^\dagger\big(H_a^{\rm cell}+i[H^{\rm cell},\tau_a]\big)U.$$

The commutator has no diagonal element in an eigenstate, but it has elements between states of different energy. It therefore moves weight between the direct and interband parts of $T_{ab}$. Neither part alone has a convention-independent meaning, and one convention must be used throughout.

## A degenerate level

Let $D$ be a level of energy $E_0$ and dimension $d$ at $\mathbf k_0$. Let $P$ project on $D$ and $Q=1-P$. Move by $t\mathbf n$, with $\mathbf n$ a unit vector, and write

$$H=H_0+tV+\tfrac{t^2}{2}W+O(t^3),\quad V=n_aH_a,\quad W=n_an_bH_{ab},$$

with repeated indices summed. Split an eigenvector into $c$ inside $D$ and $u$ outside. The outer rows of the eigenvalue equation give $u=(E-H_{QQ})^{-1}H_{QP}c$, and the inner rows become

$$\big[H_{PP}+H_{PQ}(E-H_{QQ})^{-1}H_{QP}\big]c=Ec.$$

Since $H_0$ does not couple $D$ to its complement, $H_{QP}=tQVP+O(t^2)$. Two such factors already give $t^2$, so the resolvent is needed only at $t=0$ and $E=E_0$:

$$G=\sum_{m\notin D}\frac{|m\rangle\langle m|}{E_0-E_m}.$$

The matrix to be diagonalized is therefore

$$H_{\rm eff}=E_0+tF+\tfrac{t^2}{2}K+O(t^3),\quad F=PVP,\quad K=P(W+2VGV)P.$$

The 2 in $K$ compensates the factor $1/2$ in front. The neglected Hermitian terms move each ordered eigenvalue by at most their norm, hence by $O(t^3)$. Written for all directions at once,

$$F=n_aF_a,\quad F_a=PH_aP,\qquad K=n_an_bK_{ab},$$
$$K_{ab}=P\big[H_{ab}+H_aGH_b+H_bGH_a\big]P.$$

For $d=1$ this is $T_{ab}$, so one routine serves both cases.

Next, divide by $t$:

$$(H_{\rm eff}-E_0)/t=F+\tfrac t2K+O(t^2).$$

This is first-order perturbation theory again, with $F$ as the unperturbed matrix. Its eigenvalues $f_s$ are the slopes. If $f_s$ is repeated, $K$ must be diagonalized in the subspace $P_s$ that belongs to it:

$$E=E_0+tf_s+\tfrac{t^2}{2}\kappa+O(t^3),\qquad\kappa\in\mathrm{eig}(P_sKP_s).$$

Elements of $K$ between different slopes shift $(E-E_0)/t$ by terms of order $t^2|K_{ss'}|^2/(f_s-f_{s'})$, which is order $t^3$ in energy. They do not affect the curvature. Within one slope group there is no such protection: diagonal elements taken in an arbitrary basis leave an energy error of order $t^2$.

The difference in order shows in a five-state chain whose random Hermitian coefficients are constrained to give a threefold level with slopes $1,1,-1$. Halving the step from 0.004 to 0.002 reduces the largest energy error by a factor 8.0 with the second diagonalization, and by 4.1 without it.

## When a tensor exists

If every $F_a$ is a multiple of the identity and all $K_{ab}$ commute, one basis diagonalizes them together and each state has its own tensor. The condition is sufficient but not necessary. In the opening case $K_{xx}=2\,\mathrm{diag}(A,B)$ and $K_{xy}=N\sigma_x$, with $\sigma_x$ the Pauli matrix, do not commute at $N^2=(A-B)^2$, yet both bands are quadratic.

The trace is always usable. Adding the curvatures over all slope groups gives $n_an_b\,\mathrm{Tr}K_{ab}$, so $\mathrm{Tr}K_{ab}/d$ is a true tensor for the mean energy of the level. It does not describe the separate bands.

Evaluating $T_{ab}$ slightly away from the degeneracy does not restore a tensor. Suppose $F_a=0$. The leading energies then scale as $t^2$ along each ray, so their second derivatives are independent of distance but may depend on the direction of approach. Where the band is isolated, two derivatives along the ray give $n_aT_{ab}n_b\to\kappa(\mathbf n)$. The other components need not agree between rays.

## Pseudocode and cost

```
input: H(R), phase vectors r, k0, band, directions n
build H, H_a, H_ab at k0
E, U = eigh(H)
D = states with |E - E[band]| < tol_E
E0 = mean(E[D])
F_a  = U_D† H_a U_D
B_a  = U_D† H_a U_Q
g    = 1/(E0 - E[Q])
K_ab = U_D† H_ab U_D + B_a diag(g) B_b† + B_b diag(g) B_a†
for each n:
    slopes, S = eigh(n_a F_a)
    K = S† (n_a n_b K_ab) S
    split slopes into groups using tol_F
    for each group s:
        curvatures[s] = eigvalsh(K[s,s])
return slopes/hbar, curvatures/hbar^2
```

Ten matrices are needed: $H$, three first derivatives and six distinct second derivatives. For $N_R$ lattice vectors their sums cost of order $10N_RN_w^2$ operations. One diagonalization costs $O(N_w^3)$. For small $d$ the remaining products cost $O(dN_w^2)$, and each further direction needs only $d\times d$ work.

## Tolerances and failure modes

A two-level problem shows what the energy tolerance decides. Take diagonal energies $\pm\delta/2$ and coupling $vt$, with $\delta>0$:

$$E=\pm\sqrt{\delta^2/4+v^2t^2}.$$

For $|vt|\ll\delta/2$ the bands are parabolic with curvature $\pm2v^2/\delta$. For $|vt|\gg\delta/2$ they are nearly linear with slopes $\pm v$. The isolated-band formula describes the first range and the degenerate treatment the second. Merging the levels errs by at most $\delta/2$ in energy here, because $\sqrt{p^2+q^2}-|q|\le|p|$.

If $\delta$ comes from slightly broken symmetry in the Wannier construction, the levels should be merged. If it is a physical splitting, they should be merged only when the wavevectors of interest lie well outside $\delta/(2|v|)$. A split produced by rounding must never enter a denominator: an error $\epsilon$ in $H$ mixes the two states by about $\epsilon/\delta$.

Slopes behave in the same way. If two slopes differ by $\eta$ and $K$ couples them by $\kappa$, then $(E-E_0)/t$ contains $\pm\frac12\sqrt{\eta^2+t^2\kappa^2}$. The separate-slope expansion needs $|t\kappa|\ll\eta$. The two tolerances have different units and should be set separately. The example below uses $10^{-6}$ eV and $10^{-6}$ eV Å.

The whole expansion also needs $t\|V\|$ small compared with the gap to states outside $D$. Finally, analytic derivatives are derivatives of the interpolated Hamiltonian. They inherit its errors from truncated hoppings or poorly reproduced bands, and the factor $r_ar_b$ gives distant hoppings more weight in masses than in energies.

## A diamond-lattice example

Take two sites $A,B$ per cell, each with $s$, $p_x,p_y,p_z$ and a second $s$-like orbital $s^*$. The parameters are round numbers and represent no particular material; spin–orbit coupling is left out. The lattice constant is $a=5.5$ Å. On-site energies are $E_s=-4$, $E_p=2$, $E_*=7$ eV, and the hopping parameters are $V_{ss}=-9$, $V_{xx}=2$, $V_{xy}=5$, $V_{sp}=6$, $V_{*p}=5$ eV.

With $(x,y,z)=\mathbf ka/4$, the four bonds in centre phases give

$$g_0=\cos x\cos y\cos z-i\sin x\sin y\sin z,$$
$$g_x=i\sin x\cos y\cos z-\cos x\sin y\sin z,$$

and $g_y,g_z$ by cyclic exchange. The $A$–$B$ elements are $V_{ss}g_0$ for $s$–$s$, $V_{sp}g_i$ for $s$–$p_i$, $-V_{sp}g_i$ for $p_i$–$s$, $V_{xx}g_0$ for equal $p$ orbitals, and $V_{xy}g_l$ for unequal ones, with $l$ the third axis. The $s^*$–$p$ elements follow the $s$–$p$ pattern with $V_{*p}$; other $s^*$ hoppings vanish.

### An isolated valley

A bracketing root search for zero slope of the fifth band on the line $\Gamma$–$X$ finds a valley at 0.730 of the distance to $X$, 1.88 eV above the valence level at $\Gamma$. There

$$T_{xx}=2.02+8.04=10.06\ \text{eV Å}^2$$

in centre phases, direct part first. Cell phases give $4.03+6.02$, with the same sum. The transverse value is $T_{yy}=T_{zz}=4.88$ eV Å$^2$. With $\hbar^2/m_e=7.62$ eV Å$^2$, the masses are $7.62/10.06=0.76\,m_e$ along the line and $7.62/4.88=1.56\,m_e$ across it. All three curvatures are positive, so this is a local minimum. The order of the masses belongs to this nearest-neighbour model. In the corresponding valley of silicon the longitudinal mass is the heavier one.

### The threefold level at $\Gamma$

The valence states are $(p_{iA}-p_{iB})/\sqrt2$, with energy $E_p-V_{xx}=0$. To second order $g_0=1-(x^2+y^2+z^2)/2$ and $g_x=ix-yz$. There are three contributions:

- The direct term adds $V_{xx}(x^2+y^2+z^2)/2$ to each diagonal element and, from $-V_{xy}(-xy)$, $+V_{xy}xy$ between $p_x$ and $p_y$.
- The state $(s_A-s_B)/\sqrt2$, at $E_s-V_{ss}=5$ eV, couples to $p_x$ by $iV_{sp}x$. Its $s^*$ partner lies at 7 eV. Together they subtract $S=36/5+25/7=10.77$ eV from the coefficients of $x^2$ and $xy$.
- The states $(p_{iA}+p_{iB})/\sqrt2$ lie at 4 eV. Through $p_z$, the couplings $iV_{xy}y$ and $-iV_{xy}x$ subtract $V_{xy}^2/(2V_{xx})=6.25$ eV from the coefficient of $xy$. The same mechanism subtracts 6.25 eV from those of $y^2$ and $z^2$ in the $p_x$ diagonal element.

The energy matrix thus has diagonal elements of the form $Lx^2+M(y^2+z^2)$ and off-diagonal elements $Nxy$, with cyclic counterparts, where

$$L=1-10.77=-9.77,\quad M=1-6.25=-5.25,$$
$$N=5-10.77-6.25=-12.02\ \text{eV}.$$

Curvatures follow on multiplying by $2(a/4)^2=3.78$ Å$^2$. The coefficients are $L,M,M$ along [100]; $(L+M\pm N)/2,M$ along [110]; and $(L+2M+2N)/3$ once and $(L+2M-N)/3$ twice along [111].

| Direction | Curvatures (eV Å$^2$) | Electron masses ($m_e$) |
|---|---|---|
| [100] | −36.9, −19.9, −19.9 | −0.21, −0.38, −0.38 |
| [110] | −51.1, −19.9, −5.7 | −0.15, −0.38, −1.34 |
| [111] | −55.9, −10.4, −10.4 | −0.14, −0.73, −0.73 |

Hole masses have the opposite sign. Keeping the [100] states in the form $p_x,p_y,p_z$ and reading diagonal elements along [111] gives $(L+2M)/3$ three times, or −25.6 eV Å$^2$ and −0.30 $m_e$. That is the correct mean curvature, but no band has it.

The Hessian of the top band at 0.002 1/Å from $\Gamma$ shows the dependence on approach. Its $zz$ component is −19.9 eV Å$^2$ on the [110] ray and −13.1 on the [210] ray. On [110] the top state is $(p_x-p_y)/\sqrt2$, whose couplings to $p_z$ cancel because $x=y$; $M$ alone remains. On [210] they do not cancel, and the lower $p_z$ state pushes the top band upward.

### The twofold level at $X$

At $X=(2\pi/a,0,0)$ we have $g_0=0$ and $g_x=i$. The conduction level at 2.331 eV has the states

$$\phi_1=\alpha s_A+\gamma s^*_A-i\beta p_{xB},$$

and $\phi_2$, obtained by exchanging $A$ and $B$. Diagonalizing this three-orbital block gives weights $\alpha^2=0.295$, $\beta^2=0.328$, $\gamma^2=0.377$, with $\alpha,\beta>0$ and $\gamma<0$. A small step $\xi$ in $x$ makes $g_0=-\xi$, which couples $\phi_1$ and $\phi_2$. The slopes are

$$\pm\tfrac a4|V_{ss}\alpha^2+V_{xx}\beta^2|=\pm1.375\times1.998=\pm2.75\ \text{eV Å},$$

or $\pm4.17\times10^5$ m/s after division by $\hbar$. Both curvatures along [100] are 7.01 eV Å$^2$. Here the first diagonalization already separates the states.

Along [010] the bands are flat. On that line $g_0=g_y=0$, $g_x=i\cos y$ and $g_z=-\sin y$. The orbitals $s_A,s_A^*$ couple to one normalized combination of $p_{xB},p_{zB}$, with constant strengths $V_{sp},V_{*p}$. The orbital $p_{yA}$ couples to the orthogonal combination, so the three-orbital block is independent of $y$. The same holds with $A,B$ exchanged. This infinite mass is not protected by symmetry: second-neighbour hopping between $p$ orbitals can make it finite, although second-neighbour $s$–$s$ hopping alone does not.

Along [011] the slopes vanish, but $g_0=-iyz$, $g_y=-z$ and $g_z=-y$ couple the two states at second order. The direct element is

$$iyz(-V_{ss}\alpha^2+V_{xx}\beta^2)=3.31\,iyz\ \text{eV}.$$

For the interband part put $e=E_0-E_p=0.331$ eV, $w=V_{sp}\alpha+V_{*p}\gamma=0.19$ eV and $v=V_{xy}\beta=2.87$ eV. The outside orbitals form pairs $(p_{yA},p_{zB})$ and $(p_{zA},p_{yB})$, each coupled internally by $iV_{xy}$. On the first pair $\phi_1$ and $\phi_2$ have couplings $(ivy,-wy)$ and $(wz,ivz)$; on the second, $y$ and $z$ are exchanged. Inverting the $2\times2$ blocks gives, for both pairs together,

$$2iyz\,\frac{V_{xy}(v^2+w^2)-2evw}{e^2-V_{xy}^2}=-3.28\,iyz\ \text{eV}.$$

The off-diagonal remainder, about $0.03\,iyz$ eV, is left by a near cancellation. The diagonal elements contain only $y^2$ and $z^2$, because $g_x$ is even in $y$ and $z$ and each pair couples to a given state through $y$ alone or $z$ alone. Their coefficients vanish, since the bands are flat along [010] and, by symmetry, along [001]. Diagonalizing the remainder in the doublet gives curvatures $\pm0.05$ eV Å$^2$ and masses near $\pm150\,m_e$. Both numbers are fragile. A 1% increase in the magnitude of $V_{*p}$ raises the curvature to 0.11 eV Å$^2$, and the same change in $E_s$ lowers it to 0.007, so the mass moves between about 70 and 1100 $m_e$. What survives such changes is only that the curvature is small, of order 0.1 eV Å$^2$ or less. That bound is better reported than a mass.

All numerical values are calculated from the stated model.
